# When Does an Electrochemical Transistor's Drain Current Undershoot and Recover?: test program

```python
"""Electrochemical transistor: drain-current response after a gate step.

Result under test, for a drain that injects holes (positive drain bias):
 I(t) = I_ss + Delta_I*(1-f*tau_e/tau_i)*exp(-t/tau_i)
and the response switches at tau_i/tau_e=f, with f=1/2 for uniform charging.
tau_i: ionic RC time; tau_e=L^2/(mobility*|drain bias|): electronic transit time;
f: share of displaced holes leaving through the hole-injecting contact.
The distributed solver uses x/L as coordinate and current divided by channel
capacitance (V/s). Hole charge divided by capacitance is called hole_voltage.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Rough PEDOT:PSS-like parameters and chosen operating voltages
length_cm = 100e-4
width_cm = 100e-4
thickness_cm = 100e-7
mobility = 1.0                 # cm2/Vs
hole_density = 1.5e20          # cm^-3
vol_capacitance = 40.0         # F/cm3
gate_1, gate_2 = 0.10, 0.30    # V
drain = 0.05                   # V
temperature = 300.0            # K
ion_diffusion = 1e-6           # cm2/s, rough value in the film
conductivities = (1e-3, 4e-3)  # S/cm, dilute aqueous salt

gate_step = gate_2 - gate_1
pinch = constants.e * hole_density / vol_capacitance
capacitance = vol_capacitance * length_cm * width_cm * thickness_cm
K = mobility / length_cm**2    # 1/(V s)


def transit(vd):
    return 1 / (K * abs(vd))


def channel(hole_voltage, A, B, vd):
    """Solve d(current)/dx = A-B*V with current=-K*hole_voltage*dV/dx."""
    n = len(hole_voltage) - 1
    dx = 1 / n
    link = K * (hole_voltage[1:] + hole_voltage[:-1]) / (2 * dx**2)
    bands = np.zeros((3, n - 1))
    bands[1] = link[:-1] + link[1:] + B
    bands[0, 1:] = -link[1:-1]
    bands[2, :-1] = -link[1:-1]
    rhs = A[1:-1].copy()
    rhs[0] += link[0] * vd
    V = np.zeros(n + 1)
    V[0] = vd
    V[1:-1] = solve_banded((1, 1), bands, rhs)
    rate = A - B * V
    left = link[0] * dx * (V[0] - V[1]) - rate[0] * dx / 2
    right = link[-1] * dx * (V[-2] - V[-1]) + rate[-1] * dx / 2
    return rate, left, right


def steady_profile(vd, n):
    x = np.linspace(0, 1, n + 1)
    h0 = pinch - gate_1
    return np.sqrt(h0**2 + ((h0 + vd)**2 - h0**2) * (1 - x))


def steady_current(vg, vd):
    return K * ((pinch - vg + vd)**2 - (pinch - vg)**2) / 2


def just_after(vd, ratio, n=2000):
    tau = ratio * transit(vd)
    h = steady_profile(vd, n)
    ion_voltage = pinch - h
    return channel(h, (gate_2 - ion_voltage) / tau, 1 / tau, vd)


def simulate(vd, ratio, n=100, steps=400, span=10.0):
    tau = ratio * transit(vd)
    dt = span * tau / steps
    ion = pinch - steady_profile(vd, n)

    def evaluate(s):
        return channel(pinch - s, (gate_2 - s) / tau, 1 / tau, vd)

    current = []
    for _ in range(steps + 1):
        k1, left, right = evaluate(ion)
        current.append(left)
        k2 = evaluate(ion + dt * k1 / 2)[0]
        k3 = evaluate(ion + dt * k2 / 2)[0]
        k4 = evaluate(ion + dt * k3)[0]
        ion = ion + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return np.linspace(0, span, steps + 1), np.array(current)


def lumped(time, vd, ratio, f=0.5):
    te = transit(vd)
    final = (pinch - gate_2 + vd / 2) / te
    return final + gate_step / te * (1 - f / ratio) * np.exp(-time)


# Distributed transients against the lumped law, in its range of validity
small_errors = []
for ratio in (0.2, 0.5, 1.0):
    time, current = simulate(0.001, ratio)
    scale = gate_step / transit(0.001)
    error = np.max(abs(current - lumped(time, 0.001, ratio))) / scale
    small_errors.append(error)
    assert error < 1e-2  # finite bias and hole-extraction potential remain

# Initial current reversal, on both sides of its predicted boundary
reversal_small = 0.5 * gate_step / (pinch - gate_1 + 0.0005)
assert just_after(0.001, 0.9 * reversal_small)[1] < 0
assert just_after(0.001, 1.1 * reversal_small)[1] > 0


# Weak nonuniform charging: threshold from solved currents, f from its moment
def profile_threshold(shape):
    x = np.linspace(0, 1, 801)
    g = shape(x)
    h0, amount, vd = 0.5, 0.0005, 0.05
    final = channel(h0 - amount * g, np.zeros_like(x), 0.0, vd)[1]

    def difference(ratio):
        rate = amount * g / (ratio * transit(vd))
        return channel(np.full_like(x, h0), rate, 0.0, vd)[1] - final
    return brentq(difference, 0.1, 2.0)


profile_results = []
for shape in (lambda x: 0.4 + 1.2 * x, lambda x: 6 * x * (1 - x)):
    moment = quad(lambda x: shape(x) * (1 - x), 0, 1)[0]
    moment /= quad(shape, 0, 1)[0]
    found = profile_threshold(shape)
    assert abs(found - moment) < 2e-3  # finite modulation is 0.1 percent
    profile_results.append((moment, found))


# Finite drain bias: threshold defined by equality of initial and final current
def bias_threshold(vd):
    final = steady_current(gate_2, vd)
    return brentq(lambda r: just_after(vd, r)[1] - final, 0.2, 1.0)


for vd in (0.025, 0.05, 0.10):
    epsilon = vd / (pinch - gate_1)
    assert abs(bias_threshold(vd) - 0.5) < 0.02 * epsilon**2
finite_threshold = bias_threshold(drain)
epsilon = drain / (pinch - gate_1)
h_start = steady_profile(drain, 2000)
tau_half = 0.5 * transit(drain)
uniform_rate = np.full_like(h_start, gate_step / tau_half)
initial = steady_current(gate_1, drain)
f_resistance = (initial - channel(h_start, uniform_rate, 0, drain)[1])
f_resistance *= tau_half / gate_step
f_with_sag = (initial - just_after(drain, 0.5)[1]) * tau_half / gate_step
shift_resistance = f_resistance - 0.5
shift_sag = f_with_sag - f_resistance
assert abs(shift_resistance - epsilon / 12) < 0.1 * epsilon**2
assert abs(shift_sag + epsilon / 12) < 0.1 * epsilon**2

# Opposite drain polarity: no switch at the drain, but one at the source
for ratio in (0.05, 0.2, 0.5, 1.0, 5.0):
    rate, left, right = just_after(-drain, ratio)
    assert -left > -steady_current(gate_1, -drain)
    total = np.trapezoid(rate, dx=1 / 2000) if hasattr(np, "trapezoid") \
        else np.trapz(rate, dx=1 / 2000)
    assert abs(right - left - total) < 1e-6 * abs(total)
negative_final = -steady_current(gate_2, -drain)
source_high = -just_after(-drain, 1.0)[2] - negative_final
source_low = -just_after(-drain, 0.2)[2] - negative_final
assert source_high > 0 > source_low

# Density-dependent mobility: sampled currents against predicted window edges
exponent = 0.5
h_initial = pinch - gate_1 + drain / 2
h_final = h_initial - gate_step
lower_edge = 0.5 / (1 + exponent)
upper_edge = lower_edge * (h_initial / h_final)**exponent


def mobility_slopes(ratio):
    u = np.exp(-np.linspace(0, 8, 2001))
    h = h_final + gate_step * u
    current = h * (h / h_initial)**exponent - 0.5 * gate_step * u / ratio
    return np.diff(current)


assert np.all(mobility_slopes(1.02 * upper_edge) < 0)
assert np.all(mobility_slopes(0.98 * lower_edge) > 0)
middle = mobility_slopes((lower_edge + upper_edge) / 2)
assert middle.min() < 0 < middle.max()

# Worked example
te = transit(drain)
radius = np.sqrt(length_cm * width_cm / np.pi)
critical_resistance = 0.5 * te / capacitance
critical_conductivity = 1 / (4 * radius * critical_resistance)
to_uA = capacitance * 1e6
delta_current = gate_step / te * to_uA
print(f"Channel length = {length_cm*1e4:.0f} um")
print(f"Channel width = {width_cm*1e4:.0f} um")
print(f"Film thickness = {thickness_cm*1e7:.0f} nm")
print(f"Hole mobility = {mobility:.2f} cm2/Vs")
print(f"Hole density = {hole_density:.2e} cm^-3")
print(f"Volumetric capacitance = {vol_capacitance:.1f} F/cm3")
print(f"Gate before, after = {gate_1:.2f}, {gate_2:.2f} V")
print(f"Drain bias = {drain:.3f} V")
print(f"Pinch-off voltage = {pinch:.4f} V")
print(f"Channel capacitance = {capacitance*1e9:.2f} nF")
print(f"Electronic transit time = {te*1e3:.3f} ms")
print(f"Equal-area disk radius = {radius*1e4:.2f} um")
print(f"Critical ionic time = {0.5*te*1e3:.3f} ms")
print(f"Critical resistance = {critical_resistance/1e3:.2f} kohm")
print(f"Critical conductivity = {critical_conductivity*1e3:.3f} mS/cm")
print(f"Initial steady current = {initial*to_uA:.3f} uA")
print(f"Final steady current = {steady_current(gate_2,drain)*to_uA:.3f} uA")
print(f"Steady current change = {delta_current:.3f} uA")
print(f"Initial-reversal ratio = {0.5*gate_step/h_initial:.4f} (no unit)")

for label, conductivity in zip(("A", "B"), conductivities):
    resistance = 1 / (4 * conductivity * radius)
    ionic_time = resistance * capacitance
    ratio = ionic_time / te
    time, current = simulate(drain, ratio)
    formula = lumped(time, drain, ratio)
    early = np.diff(current[time <= 6])
    assert np.all(early < 0) if ratio > 0.5 else np.all(early > 0)
    final = steady_current(gate_2, drain)
    assert abs(current[-1] - final) < 2e-3 * gate_step / te
    deviation = np.max(abs(current - formula)) * te / gate_step
    print(f"{label}: conductivity = {conductivity*1e3:.2f} mS/cm")
    print(f"{label}: resistance = {resistance/1e3:.2f} kohm")
    print(f"{label}: ionic time = {ionic_time*1e3:.3f} ms")
    print(f"{label}: time ratio = {ratio:.4f} (no unit)")
    print(f"{label}: transient factor = {1-0.5/ratio:.4f} (no unit)")
    for multiple in (0, 1, 3):
        j = np.argmin(abs(time - multiple))
        print(f"{label}: t/tau_i={multiple}, lumped, distributed = "
              f"{formula[j]*to_uA:.3f}, {current[j]*to_uA:.3f} uA")
    print(f"{label}: largest error/current change = {100*deviation:.2f} %")

print(f"Small-bias largest error = {100*max(small_errors):.3f} %")
for label, values in zip(("Source-weighted", "Symmetric"), profile_results):
    print(f"{label} f, solved threshold = {values[0]:.4f}, {values[1]:.4f}")
print(f"Bias parameter epsilon = {epsilon:.5f} (no unit)")
print(f"Resistance shift of f = {shift_resistance:+.6f} (no unit)")
print(f"Extraction shift of f = {shift_sag:+.6f} (no unit)")
print(f"Finite-bias threshold = {finite_threshold:.7f} (no unit)")
print(f"Trial mobility exponent = {exponent:.2f} (no unit)")
print(f"Mobility window = {lower_edge:.4f} to {upper_edge:.4f} (no unit)")
thermal = constants.k * temperature / constants.e
print(f"Temperature = {temperature:.0f} K")
print(f"Thermal/final hole voltage = {100*thermal/h_final:.2f} %")
print(f"Film ion diffusion coefficient = {ion_diffusion:.1e} cm2/s")
print(f"Film ion diffusion time = {thickness_cm**2/ion_diffusion*1e3:.3f} ms")
print(f"Mean channel field = {drain/length_cm*1e-6:.2e} MV/cm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Channel length = 100 um
Channel width = 100 um
Film thickness = 100 nm
Hole mobility = 1.00 cm2/Vs
Hole density = 1.50e+20 cm^-3
Volumetric capacitance = 40.0 F/cm3
Gate before, after = 0.10, 0.30 V
Drain bias = 0.050 V
Pinch-off voltage = 0.6008 V
Channel capacitance = 40.00 nF
Electronic transit time = 2.000 ms
Equal-area disk radius = 56.42 um
Critical ionic time = 1.000 ms
Critical resistance = 25.00 kohm
Critical conductivity = 1.772 mS/cm
Initial steady current = 10.516 uA
Final steady current = 6.516 uA
Steady current change = 4.000 uA
Initial-reversal ratio = 0.1902 (no unit)
A: conductivity = 1.00 mS/cm
A: resistance = 44.31 kohm
A: ionic time = 1.772 ms
A: time ratio = 0.8862 (no unit)
A: transient factor = 0.4358 (no unit)
A: t/tau_i=0, lumped, distributed = 8.260, 8.244 uA
A: t/tau_i=1, lumped, distributed = 7.158, 7.156 uA
A: t/tau_i=3, lumped, distributed = 6.603, 6.605 uA
A: largest error/current change = 0.39 %
B: conductivity = 4.00 mS/cm
B: resistance = 11.08 kohm
B: ionic time = 0.443 ms
B: time ratio = 0.2216 (no unit)
B: transient factor = -1.2568 (no unit)
B: t/tau_i=0, lumped, distributed = 1.489, 1.660 uA
B: t/tau_i=1, lumped, distributed = 4.667, 4.679 uA
B: t/tau_i=3, lumped, distributed = 6.266, 6.245 uA
B: largest error/current change = 4.26 %
Small-bias largest error = 0.125 %
Source-weighted f, solved threshold = 0.4000, 0.4000
Symmetric f, solved threshold = 0.5000, 0.4999
Bias parameter epsilon = 0.09984 (no unit)
Resistance shift of f = +0.007924 (no unit)
Extraction shift of f = -0.007876 (no unit)
Finite-bias threshold = 0.5000488 (no unit)
Trial mobility exponent = 0.50 (no unit)
Mobility window = 0.3333 to 0.4235 (no unit)
Temperature = 300 K
Thermal/final hole voltage = 7.93 %
Film ion diffusion coefficient = 1.0e-06 cm2/s
Film ion diffusion time = 0.100 ms
Mean channel field = 5.00e-06 MV/cm
ALL CHECKS PASSED
```
